Lifshitz tail of a two-dimensional band with repulsive Poisson impurities

**The physical situation**

An electron at the bottom of the band in a thin channel would like to spread out, since a long wavelength costs little energy. Repulsive defects scattered through the channel prevent this. A state very close to the clean band edge can exist only where chance has left a large region nearly free of defects. How rare are such states?

Let the clean band be parabolic and isotropic, with its edge at E = 0, and let D = ħ²/(2m). The one-electron Hamiltonian is

H = −D∇² + V(r), V(r) = Σᵢ u(r−rᵢ).

The centres rᵢ form a Poisson process of density n: a region of area A contains no centre with probability exp(−nA). Each impurity is repulsive and of finite range: u ≥ 0, u = 0 beyond radius a, and u ≥ u₁ > 0 within some radius c. Let N(E) be the number of states below E per area, for one spin and one valley, in an infinite sample. With j = 2.4048… the first zero of the Bessel function J₀, the result is

E ln N(E) → −E_L as E → 0⁺, E_L = πnDj² = πnħ²j²/(2m).

The unit of area in which N is expressed does not matter, because E times a constant vanishes. The statement fixes the leading logarithm and no prefactor.

**First derivation: voids, and why nothing does better**

*Lower bound on N.* The ground state of an empty disc of radius R with hard walls is J₀(jr/R), with energy Dj²/R². Define R by

E = Dj²/R².

Divide the plane into squares of side 2R and put a hard wall on every edge. Walls raise levels, so they can only lower the number of states below E. If no centre lies within R+a of a square's midpoint, the inscribed disc is free of potential, and the square has at least one level at or below E. Hence

N(E) ≥ (4R²)⁻¹ exp[−πn(R+a)²].

Multiply the logarithm by E. Since ER² = Dj², while ER, E and E ln R vanish, the lower limit of E ln N is at least −πnDj² = −E_L.

*Localising the problem.* The other direction must exclude every cheaper arrangement. Let c_k(x) = cos[π(x−kb)/(2b)] for |x−kb| < b, and zero otherwise. At each x two neighbours overlap as cosine and sine, so Σc_k² = 1 and Σ(c_k′)² = π²/(4b²). The products φ = c_k(x)c_l(y) live on squares of side 2b and satisfy

Σφ² = 1, Σ|∇φ|² = π²/(2b²).

For real ψ, expand |∇(φψ)|² and sum. The cross term is ψ∇ψ·∇(Σφ²) = 0, so

Σ|∇(φψ)|² = |∇ψ|² + π²ψ²/(2b²).

The energy of ψ is therefore the summed energy of its pieces minus Dπ²/(2b²). The map from ψ to its pieces preserves the norm, so by the min-max principle H has no more levels below E than the separate hard-walled squares have below

E′ = E + Dπ²/(2b²).

There is one square B per area b². Because V ≥ 0, its count is at most that of an empty square, whose levels are Dπ²(p²+q²)/(4b²) with p, q = 1, 2, …. Attach to each point (p,q) the unit square on its lower left; these squares fit inside a quarter disc, so the count is at most

(π/4)·4b²E′/(π²D) = b²E′/(πD).

It is zero unless the ground energy E₁(B) is at most E′. Therefore

N(E) ≤ [E′/(πD)] P(E₁(B) ≤ E′).

*Occupied cells are expensive.* Cut B into K cells of side ℓ ≥ 2c. A cell containing a centre also contains a quarter disc around it, of area ω = πc²/4, on which V ≥ u₁: choose the quadrant facing the farther walls. Write ψ = M + g in the cell, with M the mean. The lowest nonzero eigenvalue of −∇² with free (Neumann) boundaries is π²/ℓ², so

∫g² ≤ (ℓ²/π²)∫|∇ψ|².

On the quarter disc M = ψ−g gives ωM² ≤ 2∫_ωψ² + 2∫_ωg². Inserting this in ∫ψ² = ℓ²M² + ∫g²,

∫ψ² ≤ [2ℓ²/(ωu₁)]∫Vψ² + (1+2ℓ²/ω)(ℓ²/π²)∫|∇ψ|².

Hence D∫|∇ψ|² + ∫Vψ² ≥ V₀∫ψ² in every occupied cell, with

1/V₀ = max[2ℓ²/(ωu₁), ℓ²(1+2ℓ²/ω)/(π²D)].

For large ℓ, V₀ falls as ℓ⁻⁴. This is crude but sufficient.

*The best shape is a disc.* Reserve a small fraction η of the kinetic energy for the cell bound. With S the union of empty cells, the energy of ψ in B is at least

(1−η)D∫|∇ψ|² + ηV₀∫_{outside S}ψ².

Replace ψ ≥ 0 by the radially decreasing function ψ* whose level sets have the same areas. The norm is unchanged. Let μ(s) be the area where ψ > s and L(s) the length of its boundary. Slicing by levels and using the Cauchy–Schwarz inequality,

∫|∇ψ|² = ∫ds ∮|∇ψ|dl ≥ ∫ds L²/∮(dl/|∇ψ|) = ∫ds L²/(−μ′) ≥ ∫ds 4πμ/(−μ′).

The last step is the isoperimetric inequality L² ≥ 4πμ. For ψ* both inequalities are equalities, so rearrangement does not raise the kinetic energy. The overlap of S with a level set is at most the smaller of their areas, which is attained when both are concentric discs, so the penalty does not rise either. At given empty area, the round well has the lowest energy.

Let ρ be the radius at which the round well has ground energy E′, and set

k² = E′/[(1−η)D], κ² = (ηV₀−E′)/[(1−η)D].

Matching J₀(kr) inside to the decaying K₀(κr) outside gives

kJ₁(kρ)/J₀(kρ) = κK₁(κρ)/K₀(κρ) ≥ κ.

The inequality follows from K_ν(z) = ∫₀^∞exp(−z cosh s)cosh(νs)ds. So J₀/J₁ at kρ is at most k/κ. The ratio q = J₀/J₁ decreases on (0,j), because q′ = −1−q²+q/z is negative: for z ≤ 1/2, q > 1/z, and for z > 1/2, q/z−q² ≤ 1/(4z²) < 1. Hence kρ ≥ x, where J₀(x)/J₁(x) = k/κ. A level at or below E′ thus needs empty area of at least πx²/k².

*Counting.* A given set of cells with total area A is empty with probability exp(−nA), and there are at most 2^K sets. So

P(E₁(B) ≤ E′) ≤ 2^K exp(−nπx²/k²).

Let X = R/a and choose b = RX^{1/8}, ℓ ≈ aX^{1/4}, η = X^{−1/4}. Then:

- K ≈ 4X^{7/4}, negligible against nR², which grows as X².
- E′/E − 1 = [π²/(2j²)]X^{−1/4} → 0.
- ηV₀ scales as X^{−5/4} and E as X^{−2}, so k/κ → 0 and x → j.

The exponent nπx²(1−η)D/E′ therefore approaches πnDj²/E = E_L/E. The two bounds meet, which proves the law.

**Second derivation: the averaged heat kernel**

The second route averages over disorder first and never looks at a single sample. Define, for t > 0 with the unit of inverse energy,

Z(t) = ∫e^{−tE}dN(E).

With t = 1/(k_BT) this is the partition function per area of one non-degenerate electron. It equals the disorder average of ⟨r|e^{−tH}|r⟩, which the Feynman–Kac formula writes as a sum over closed diffusing paths r(s), 0 ≤ s ≤ t, generated by D∇², each weighted by exp[−∫V(r(s))ds].

*Averaging over impurities.* For a fixed path, an impurity at y contributes exp[−f(y)] with f(y) = ∫₀^t u(r(s)−y)ds. In a large area Ω, summing over the Poisson number M of impurities gives

Σ_M e^{−nΩ}(nΩ)^M/M! · [Ω⁻¹∫e^{−f}dy]^M = exp[−n∫(1−e^{−f})dy].

This average involves no approximation. Where the path has spent long enough for f ≫ 1, the integrand is 1, so the path pays n times the area it has visited.

*The price of confinement.* Let the path spend its time with density ψ²(r), ∫ψ² = 1, and let the weight of such paths be exp[−tI(ψ²)] at leading exponential order. In a fixed potential w the path average decays as exp[−tE₀(w)], where E₀(w) is the ground energy, so I must satisfy

E₀(w) = min over ψ of [I(ψ²) + ∫wψ²] for every w.

The Rayleigh–Ritz principle shows that I = D∫|∇ψ|² does so. As a functional of the density p = ψ² it equals D∫|∇p|²/(4p), which is convex, and this Legendre relation singles it out among convex functionals. The assumption here is that the same weight holds when the path functional is the nonlinear visited area and the region grows with t. The growth is mild: the region found below has R² ∝ √t, so the path crosses it of order tD/R² ∝ √t times, and f inside it also grows as √t.

*The saddle point.* The leading exponent of Z is minus the minimum of

tD∫|∇ψ|² + nA,

where ψ vanishes outside a region of area A. By the rearrangement argument the best region is a disc, with ∫|∇ψ|² = j²/R² = πj²/A. Minimising

g(A) = nA + πtDj²/A

gives n = πtDj²/A², so A = j√(πDt/n). Both terms are then equal, and

ln Z(t) ≈ −2j√(πnDt) = −2√(E_L t).

*Returning to energy.* Let E₀ now denote a chosen small energy, and set t = E_L/E₀², so that ln Z(t) ≈ −2E_L/E₀. For any energy E₁ > E₀ put s = E_L/E₁² < t. The part of Z(t) from energies above E₁ is at most e^{−(t−s)E₁}Z(s), whose exponent is

−tE₁ + E_L/E₁ − 2E_L/E₁ = −(E_L/E₀)(E₁/E₀ + E₀/E₁).

The bracket exceeds 2, so this part is negligible. For E₁ < E₀ the same choice gives s > t, and the same expression bounds the part from below E₁. Thus Z(t) comes from a window between (1−δ)E₀ and (1+δ)E₀ for any fixed small δ, and at leading order

Z(t) ≤ e^{−t(1−δ)E₀}N((1+δ)E₀).

Taking logarithms,

ln N((1+δ)E₀) ≥ (E_L/E₀)(1−δ−2) = −(1+δ)E_L/E₀.

In the other direction, e^{−tE} ≥ e^{−tE₀} for E ≤ E₀, so N(E₀) ≤ e^{tE₀}Z(t), which gives ln N(E₀) ≤ −E_L/E₀ at leading order. Letting δ → 0 returns ln N(E) ≈ −E_L/E.

**What each derivation assumes**

Both need u ≥ 0, independent centres and a parabolic edge. The first assumes nothing beyond the stated model and gives explicit bounds at finite E, but the upper bound is crude: with the choices made above and the impurities used below, it says something only for R above roughly 15 µm. The second rests on the exponential weight assigned to confined paths, which was motivated and not proved here. In return it handles the disorder average compactly and shows which states matter thermally: Z is dominated by E = √(E_L k_BT), as long as that energy lies in the tail.

Both depend on walls that become effectively hard. The height of u drops out because E → 0 at fixed impurity properties, not because the impurities are strong.

Finite range can be relaxed, but not freely. For a tail u ≈ C/r^α with α > 2, the impurities outside a void raise its centre by on average

n∫_R^∞(C/r^α)2πr dr = 2πnCR^{2−α}/(α−2).

Compared with Dj²/R² this vanishes at large R if α > 4. For α < 4 it dominates, and this form of the law is lost. A charge at distance d from a metal gate, with the channel at distance z, has an image of opposite sign; at large r their potentials combine to a tail proportional to 2zd/r³. That is α = 3, outside the theorem.

For an anisotropic mass, stretch x by √(m_x/m̄) and y by √(m_y/m̄), with m̄ = √(m_xm_y). Areas, and hence n, are unchanged, the kinetic energy becomes isotropic with mass m̄, and E_L follows with m = m̄.

**A channel with 10¹³ defects per cm²**

Take m = 0.5 mₑ, so D = 0.0762 eV nm², and n = 10¹³ cm⁻² = 0.1 nm⁻². The impurity profile is u = u₀(1−r²/a²)² with u₀ = 0.5 eV and a = 1 nm. Then

E_L = π × 0.1 × 0.0762 × 2.4048² eV = 138 meV = 2.22×10⁻²⁰ J.

At E = 10 meV the law's void has R = 2.4048√(0.0762/0.010) = 6.64 nm and exponent E_L/E = 13.8. The lower bound is N ≥ 6.2×10³ cm⁻². It is a bound, not an estimate of N.

How close is this energy to the limit? Voids of radius 5, 10, 20 and 40 nm, with no centre within a further 1 nm, were placed in random impurity gases. Their mean ground energies E₁ were 6.63, 2.57, 0.836 and 0.238 meV, from 8, 8, 5 and 2 samples. With so few samples the last digits are not settled: for the 5 nm void, even 41 samples in wider, periodic boxes leave a standard error of 0.15 meV on a mean of 6.6 meV. The Poisson cost πn(radius+a)², divided by the law's exponent E_L/E₁, was 0.54, 0.71, 0.84 and 0.91. The ratio rises towards 1, but slowly. The reason can be read from the energies: the hard disc with the same energy has radius j√(D/E₁) = 8.2, 13.1, 23.0 and 43.0 nm, about 2 nm more than radius+a each time. Because the wave function leaks into the impurity gas, the gas acts like a hard wall set back by this roughly constant distance. Even at 0.24 meV, where the cost of the void is 528, that cost is 9 % below the law's exponent. Extrapolated to 10 meV, the same 2 nm gives a cost πn(6.64−2)² of about 7 instead of 13.8. The set-back is somewhat larger for such small voids, so the actual cost is lower still.

Direct sampling of 50 hard-walled boxes of side 30 nm gave N = 1.3, 3.5 and 6.3×10¹¹ cm⁻² at 15, 20 and 25 meV. The walls raise the levels, so these values are too low for an infinite sample: periodic boxes of side 30 to 40 nm give values roughly 1.3 to 1.8 times larger, depending on energy, sample and mesh. Halving the 0.5 nm mesh raises the levels by about 1 %, and the full shift to a converged basis is about 1.5 %, which lowers N by a few per cent. The void bound at 20 meV, for the hard-walled boxes, is 3.8×10⁷ cm⁻², about 10⁴ times smaller than the sampled value. From 15 to 25 meV ln N rises by 1.6 in the hard-walled boxes and by about 1.4 to 1.7 in the periodic ones (sampling error about 0.15), whereas the law would give 138.4(1/15−1/25) = 3.7. These energies are not in the asymptotic regime. The explicit bounds of the first derivation confine −E ln N/E_L to between 0.891 and 1.000 at R = 10⁸ nm, and between 0.9989 and 1.0000 at 10¹⁶ nm. Such radii start at 10 cm; they show the bounds closing, not a usable range.

**Beside a real channel**

The mass and defect density are rough values for monolayer MoS₂; the purely repulsive, neutral defect is a model choice. Real defects need not be repulsive: sulfur vacancies in MoS₂ bind states inside the gap. Any attractive defect puts states below E = 0, so that N(0) > 0, and the law then does not describe the band tail. A real device may also contain charged centres, which the model excludes. One charge 20 nm from the void's centre, in the channel plane with relative permittivity 4, makes a potential drop of 13 meV across the 10 meV void, more than the energy being described. A drain field of 1 kV/cm adds 1.3 meV, and ten times that field would add 13 meV. The Coulomb scale e²/(4πεε₀R) of the void is 54 meV at the same permittivity ε, and two electrons in the ground state of the hard disc repel by about 2.6 times that, 140 meV, so N(E) counts one-electron levels and does not describe their successive filling. By comparison, a ±10 % mass anisotropy shifts E_L by 0.5 %, and non-parabolicity, measured by E over a rough gap of 1.8 eV, is 0.6 %. With a rough spin splitting of 3 meV, the law gives the upper band 0.3 % of the lower band's weight at 10 meV; this last figure is only formal, since the law does not yet hold at that energy.

If the law held at the energies concerned, and the carriers were dilute enough to be non-degenerate, temperature would select the energy √(E_L k_BT). At 4 K, with k_BT = 0.345 meV, this is 6.9 meV, close to the energy of the 5 nm void, whose cost is only about half the law's exponent. At 300 K, with 25.9 meV, it is 60 meV, above the range where sampling already departs from the law; even if the law held there, the contributing energies would be spread over tens of meV. In this model, therefore, carriers at neither temperature probe the asymptotic tail, and the two energies are not predictions. At 4 K the dilute limit is itself demanding: with 10¹² carriers per cm² and fourfold spin and valley degeneracy, filling the one-electron levels of this model puts the Fermi level near 16 meV, or near 18 meV if two of the four bands lie 3 meV higher. Both values are far above k_BT. The full numerical output follows.

Values computed for the example and the checks

```
mass = 0.5 m_e; D = 0.07620 eV nm^2
impurity density = 1.0e+13 cm^-2
impurity height = 0.5 eV; radius = 1.0 nm
Bessel zero j = 2.404826
Lifshitz energy E_L = 138.44 meV = 2.2181e-20 J
hard disc, radius 10 nm: matrix 4.4068 meV, formula 4.4068 meV
well shape: ground energy / round well of equal area (wall 100 meV)
  disc: 0.9973
  square: 1.0342
  ellipse: 1.1145
  rectangle: 1.3933
  two squares: 1.7220
occupied cell 4 nm: lowest 1.9322 meV, bound 0.2867 meV
occupied cell 8 nm: lowest 0.4105 meV, bound 0.0180 meV
localisation shift for b = 6 nm: 10.45 meV
levels below 50 meV: whole box 13, bound 46
-E ln N / E_L from the upper and lower bounds on N
  R = 1e+08 nm: 0.891367 to 1.000000
  R = 1e+12 nm: 0.989259 to 1.000000
  R = 1e+16 nm: 0.998930 to 1.000000
void radius nm; mean E1 meV; E1/hard disc; Poisson cost; cost/law
  5; 6.628; 0.376; 11.31; 0.541
  10; 2.571; 0.583; 38.01; 0.706
  20; 0.836; 0.759; 138.54; 0.836
  40; 0.238; 0.864; 528.10; 0.907
mesh 0.5 to 0.25 nm: void energy shift 0.33 %
sampled N (50 Dirichlet boxes, side 30 nm), cm^-2
  15 meV: 1.27e+11 +- 1.3e+10; void bound 1.1e+06
  20 meV: 3.53e+11 +- 1.9e+10; void bound 3.8e+07
  25 meV: 6.27e+11 +- 2.2e+10; void bound 2.1e+08
example E = 10 meV: R = 6.638 nm, E_L/E = 13.844
exp(-E_L/E) = 9.717e-07
rigorous lower bound on N = 6.215e+03 cm^-2
energy for one e-fold of the law = 0.722 meV
thermal energy: 4 K 0.345 meV, 300 K 25.85 meV
drain field 1 kV/cm: drop across void 1.33 meV
charge at 20 nm, permittivity 4: drop 13.4 meV
Coulomb charging scale of void = 54.2 meV
spin splitting 3 meV: upper/lower band in the law = 2.65e-03
non-parabolicity E/gap, gap 1.8 eV: 0.56 %
masses +10 % and -10 %: E_L changes by 0.50 %
clean Fermi energy, 1e+12 cm^-2, degeneracy 4: 2.39 meV
```
